# Depth-Weighted Core-Level Shift in a Film with Uniform Field

## The question

X-ray photoelectron spectroscopy is used to look for an electric field inside an insulating film. The film occupies $0<z<d$, where $z$ is the depth below its surface, and it lies on a metallic bottom electrode. Its composition is uniform. The internal field has constant magnitude $F$ and points towards the surface. Photoelectrons are detected at an angle $\theta$ from the surface normal, and $\lambda$ is their attenuation length along their path. The elementary charge $e$ is positive, and binding energies are measured from the Fermi level of the bottom electrode.

Use $F=0.1$ V/nm (1 MV/cm), $\lambda=2$ nm and $d=10$ nm, with normal emission unless another angle is given. These are rough values in the regime of ferroelectric hafnia films.

## (a) The local shift

**Find the binding energy of a core level at depth $z$ relative to the same level at the surface.**

The $z$ axis points into the film and the field points out of it, so $E_z=-F$. Since $E_z=-d\phi/dz$, the potential obeys $d\phi/dz=F$, and

$$\phi(z)-\phi(0)=Fz .$$

An electron has charge $-e$. If its core orbital is otherwise the same at every depth, its energy changes by $-e[\phi(z)-\phi(0)]=-eFz$. The binding energy is the Fermi energy minus the core-level energy, so it changes by the opposite amount:

$$\Delta E_B(z)=+eFz .$$

Deeper atoms appear at higher binding energy, by 0.1 eV for each nanometre. A field pointing into the film reverses the sign. The result assumes that chemical state and final-state relaxation do not vary with depth.

## (b) The weight of each depth

**Find the normalized weight with which depth $z$ contributes to the line.**

An electron that leaves in a straight line at angle $\theta$ travels a distance $z/\cos\theta$ inside the film. The probability that it loses no energy on the way is

$$\exp\left(-\frac{z}{\lambda\cos\theta}\right)=e^{-z/L},\qquad L=\lambda\cos\theta .$$

The X-rays are taken to excite all depths equally, which requires them to penetrate much further than $L$. The normalizing integral is

$$\int_0^d e^{-z/L}\,dz=L\left(1-e^{-d/L}\right),$$

so the weight is

$$w(z)=\frac{e^{-z/L}}{L\left(1-e^{-d/L}\right)} .$$

Deflection by elastic scattering is neglected, apart from what an effective value of $\lambda$ can absorb.

## (c) The depth-weighted shift

**Derive the shift of the centroid of the line relative to an emitter at $z=0$.**

Let each depth emit the same normalized profile $g$, with a finite mean, displaced by $eFz$. With energy $E$ measured from the mean of the surface line, the spectrum is

$$I(E)=\int_0^d w(z)\,g(E-eFz)\,dz .$$

The mean of $g(E-eFz)$ is $eFz$, so the centroid of the sum is

$$\Delta E=eF\langle z\rangle,\qquad \langle z\rangle=\int_0^d z\,w(z)\,dz .$$

Integration by parts, with $-Le^{-z/L}$ as the integral of the exponential, gives

$$\int_0^d z e^{-z/L}dz=\left[-Lze^{-z/L}\right]_0^d+L\int_0^d e^{-z/L}dz=-Ld\,e^{-d/L}+L^2\left(1-e^{-d/L}\right).$$

Division by $L(1-e^{-d/L})$ yields

$$\langle z\rangle=L-\frac{d\,e^{-d/L}}{1-e^{-d/L}}=L-\frac{d}{e^{d/L}-1},$$

where the last step multiplies numerator and denominator by $e^{d/L}$. Therefore

$$\boxed{\Delta E=eF\left[L-\frac{d}{e^{d/L}-1}\right]}$$

## (d) Thin and thick films

**Find both limits, and evaluate the shift for the given film. How thick must the film be to come within 1% of the thick-film limit?**

Set $x=d/L$, so that $\langle z\rangle=L\,[1-x/(e^x-1)]$. For small $x$,

$$\frac{x}{e^x-1}=\frac{1}{1+x/2+x^2/6+\cdots}=1-\frac{x}{2}+\left(\frac14-\frac16\right)x^2+\cdots=1-\frac{x}{2}+\frac{x^2}{12}+\cdots$$

and hence

$$\langle z\rangle=\frac d2-\frac{d^2}{12L}+\cdots$$

A film much thinner than $L$ is sampled almost evenly, and its shift is half the total potential energy drop, $eFd/2$.

For large $x$ the term $x/(e^x-1)$ vanishes, and $\Delta E\to eFL$. At normal emission $L=\lambda$, so

$$eF\lambda=(0.1\ \text{eV/nm})(2\ \text{nm})=0.2\ \text{eV}.$$

The film's total potential drop does not enter this limit, because electrons from far below $\lambda$ do not escape without loss.

For $d=10$ nm, $x=5$ and $e^5-1=147.413$. Then

$$\langle z\rangle=2-\frac{10}{147.413}=1.932\ \text{nm},\qquad \Delta E=0.193\ \text{eV}.$$

The potential drop across the film is 1.0 V, but the line moves by about a fifth of the corresponding 1.0 eV. Other thicknesses, at the same field, give:

| $d$ (nm) | $\langle z\rangle$ (nm) | $\Delta E$ (eV) |
|---|---|---|
| 1 | 0.459 | 0.046 |
| 2 | 0.836 | 0.084 |
| 5 | 1.553 | 0.155 |
| 10 | 1.932 | 0.193 |
| 14 | 1.987 | 0.199 |

The shortfall relative to the limit is $x/(e^x-1)$. Its reciprocal, $1+x/2+x^2/6+\cdots$, has positive coefficients and rises with $x$, so the shortfall falls steadily. It is 3.4% at 10 nm and reaches 1% at $d=12.95$ nm, about six and a half attenuation lengths.

## (e) Broadening, and the position of the peak

**Find the variance that the field adds to the line. Does the maximum of the peak move as far as the centroid?**

A second integration by parts gives

$$\langle z^2\rangle=2L\langle z\rangle-\frac{d^2}{q}=2L^2-\frac{2Ld+d^2}{q},\qquad q=e^{d/L}-1 .$$

Subtracting $\langle z\rangle^2=L^2-2Ld/q+d^2/q^2$ cancels the terms in $Ld$:

$$\operatorname{Var}z=L^2-d^2\left(\frac1q+\frac1{q^2}\right)=L^2-\frac{d^2e^{d/L}}{q^2},$$

since $q+1=e^{d/L}$. For the film this is $4-100(148.413)/(147.413)^2=3.317$ nm². The rms spread of the local shifts is therefore $0.1\sqrt{3.317}=0.182$ eV. Because the profile $g$ is the same at every depth, its variance and $(eF)^2\operatorname{Var}z$ add. A Gaussian line with a full width at half maximum (FWHM) of 1.0 eV has a standard deviation of 0.425 eV, which becomes $\sqrt{0.425^2+0.182^2}=0.462$ eV.

The maximum moves less than the centroid. For a Gaussian profile of standard deviation $\sigma$, setting $dI/dE=0$ gives

$$\int_0^d w(z)\,(E-eFz)\,e^{-(E-eFz)^2/2\sigma^2}dz=0 .$$

Write $s=eFz$, with mean $m=\Delta E$ and third central moment $\mu_3=\langle(s-m)^3\rangle$, and put $E=m+\delta$. For $\sigma$ much larger than the spread of $s$, the exponential is $1-(E-s)^2/2\sigma^2$ to first order in $1/\sigma^2$. The condition becomes

$$\delta-\frac{\langle(\delta+m-s)^3\rangle}{2\sigma^2}=0 .$$

Since $\delta$ is itself of order $1/\sigma^2$, it may be dropped inside the cube, which leaves $-\mu_3$. Thus

$$\delta\simeq-\frac{\mu_3}{2\sigma^2}.$$

The sign of $\mu_3$ decides the direction. A third integration by parts gives $\langle z^3\rangle=3L\langle z^2\rangle-d^3/q$. With $\langle z^2\rangle=7.050$ nm², this is $42.30-6.78=35.52$ nm³. Then

$$\langle z^3\rangle-3\langle z\rangle\langle z^2\rangle+2\langle z\rangle^3=35.52-40.87+14.43=9.08\ \text{nm}^3,$$

so $\mu_3=0.0091$ eV³ is positive: the distribution has its long tail on the deep side, and the maximum lags behind the centroid.

Direct location of the maximum gives 0.143, 0.173 and 0.187 eV for intrinsic FWHM of 0.5, 1.0 and 2.0 eV, against a centroid at 0.193 eV. For the widest line, $\sigma^2=0.721$ eV² and the estimate gives $\delta=-0.006$ eV, in agreement. For the narrowest, $\sigma$ is only 0.21 eV, comparable with the spread, and the expansion no longer applies. The 0.2 eV limit is thus a statement about the centroid. Real lines also have Lorentzian lifetime tails, which have no finite mean or variance; a measured centroid and width then depend on the energy window, and the centroid comes close to the formula only for a window centred on the line.

## (f) Removing the unknown surface reference

**The position of the line from $z=0$ is not measured separately. Show how a second spectrum at $\theta=60^\circ$ removes the need for it.**

The surface line position is common to both spectra and cancels in their difference. For a film thick compared with $\lambda$,

$$\Delta E(0)-\Delta E(\theta)\to eF\lambda-eF\lambda\cos\theta=eF\lambda(1-\cos\theta),$$

which is 0.100 eV at $60^\circ$.

For the 10 nm film, $L$ falls from 2 nm to 1 nm. The oblique shift is 0.100 eV, already at its own limit because $d/L=10$, and the difference is $0.1932-0.1000=0.093$ eV. If the thick-film expression were used to infer the field, it would give $0.0933/1=0.093$ V/nm, about 7% below the true 0.1 V/nm. The full formula removes that error, provided centroids are compared. Peak maxima lag by different amounts at the two angles: for a FWHM of 1.0 eV their difference, put into the full formula, gives 0.083 V/nm. The method also assumes one value of $\lambda$ at both angles; elastic scattering makes the sampled depth at $60^\circ$ somewhat larger than $\lambda\cos\theta$, which can bias the inferred field low by an amount comparable with the 7% above.

## (g) How thick may the film be?

**The thick-film limit needs $d\gg\lambda$. Show that a uniform field in equilibrium also sets an upper bound on $d$. Take a band gap of 5.5 eV and a conduction edge 1.5 eV above the Fermi level at the bottom electrode, and hold these fixed. Treat both field directions.**

In equilibrium the Fermi level is flat, while the band edges follow the potential. At the bottom electrode the valence edge lies $5.5-1.5=4.0$ eV below the Fermi level.

With the field towards the surface, electron energies rise from the bottom to the surface by $eFd$. The valence edge meets the Fermi level at the surface when

$$d=\frac{4.0\ \text{eV}}{0.1\ \text{eV/nm}}=40\ \text{nm}.$$

With the field reversed, electron energies fall towards the surface, and the conduction edge arrives there at the Fermi level when $d=1.5/0.1=15$ nm. These thicknesses mark the onset of screening: in films a few nanometres thicker, enough mobile carriers can gather at the surface to weaken the field inside appreciably. They are therefore approximate upper bounds on the uniform-field model, not sharp limits. For the reversed field, the range in which the film is both within 1% of the limit and below the bound is narrow: about 13 to 15 nm.

At $d=10$ nm the reversed field leaves the conduction edge $\Delta=0.5$ eV above the Fermi level at the surface. This is many times $k_BT$ (0.026 eV at 300 K), so Boltzmann statistics apply:

$$n=2\left(\frac{2\pi m k_BT}{h^2}\right)^{3/2}e^{-\Delta/k_BT}.$$

With a rough effective mass $m=0.3\,m_e$, this is $1.6\times10^{10}$ cm⁻³, far too few electrons to bend the field over 10 nm.

Electrons might also tunnel from the bottom electrode. At distance $s$ from it the barrier is $\Phi-eFs$, with $\Phi=1.5$ eV. The semiclassical exponent is

$$\frac{2}{\hbar}\int_0^d\sqrt{2m(\Phi-eFs)}\,ds=\frac{4\sqrt{2m}}{3\hbar eF}\left[\Phi^{3/2}-(\Phi-eFd)^{3/2}\right]=55.5,$$

and the transmission factor $e^{-55.5}$ is about $8\times10^{-25}$. Direct tunnelling through an ideal film is negligible here. Leakage through defects is a separate process that this estimate does not cover.

## (h) Corrections for a real film

**For the original field direction, estimate the effect of (i) a 20% error in $\lambda$, (ii) emitters on discrete planes 0.25 nm apart, the first at $z=0$, and (iii) positive trapped charge of density $N=10^{19}$ cm⁻³ with relative permittivity 30, the surface field being held fixed.**

(i) With $\lambda=1.6$ nm the shift is 0.158 eV, and with 2.4 nm it is 0.224 eV. Relative to 0.193 eV these are changes of −18% and +16%. They are slightly less than proportional because the film is finite.

(ii) Let the planes lie at $z_n=na$, with $n=0,\dots,M-1$ and $Ma=d$, and set $r=e^{-a/L}$. The total weight is $S=\sum r^n=(1-r^M)/(1-r)$. Since $r\,dr^n/dr=nr^n$,

$$\langle n\rangle=r\frac{d\ln S}{dr}=\frac{r}{1-r}-\frac{Mr^M}{1-r^M}.$$

Multiplying by $a$ gives

$$\langle z\rangle=\frac{a}{e^{a/L}-1}-\frac{d}{e^{d/L}-1}.$$

By the expansion in part (d), the first term is $L-a/2+a^2/(12L)+\cdots$. The shift therefore drops by nearly $eFa/2$. The full sum gives 0.181 eV, a change of −0.012 eV. The change depends on where the first plane lies relative to the chosen reference.

(iii) With permittivity $\varepsilon$, Poisson's equation is $\phi''=-eN/\varepsilon$. With $\phi'(0)=F$ it gives

$$\phi(z)-\phi(0)=Fz-\frac{eN}{2\varepsilon}z^2,$$

so the centroid changes by $-e^2N\langle z^2\rangle/(2\varepsilon)$. Here $e/\varepsilon_0=18.1$ V nm and $N=0.01$ nm⁻³, so $eN/\varepsilon=0.00603$ V/nm². With $\langle z^2\rangle=7.050$ nm² the change is $-0.00603\times7.050/2=-0.021$ eV, or −11% of the shift. Over the full 10 nm the field falls by 0.06 V/nm, from 0.10 to 0.04 V/nm. The line responds weakly because it samples mainly the top few nanometres; it is a poor measure of the field near the bottom electrode.

**Comparison with devices.** Ferroelectric hafnia capacitors commonly use films of roughly 10 nm, and their coercive fields are roughly 1 to 2 MV/cm, so the chosen field is of a realistic order, though at the upper end: a static field of coercive size opposing the polarization would begin to switch it. It is a quarter of a rough breakdown field of 4 MV/cm. A uniform top electrode thin enough to let photoelectrons through reduces all film contributions by the same factor and leaves $w(z)$ unchanged, with $z$ then measured from the upper interface. The uniform field is an idealization: real films contain charged defects, and the loss of photoelectrons can itself charge an insulating film during the measurement. The density used in (iii) is illustrative. The correction is linear in $N$, so $5\times10^{19}$ cm⁻³ at the same surface field would change the shift by −0.11 eV and leave less than half of it. The conduction edge would still lie at least 0.8 eV above the Fermi level throughout the film, so mobile electrons would not screen the field. The field would, however, reverse inside the film and reach about 2 MV/cm at the bottom electrode, comparable with the coercive field, so a constant permittivity is only a rough guide in this case. A reduced shift therefore does not by itself prove a reduced field at the surface. Chemical changes near an interface would add shifts of their own, which are not estimated here.

The main numerical results are listed in the output below; intermediate values are worked out in the text.

## Table of computed values

```
field: 0.10 V/nm = 1.0 MV/cm
attenuation length: 2.0 nm
film thickness: 10.0 nm
potential drop across film: 1.00 V
thickness (nm), mean depth (nm), centroid shift (eV):
    1.0  0.4585  0.0459
    2.0  0.8360  0.0836
    5.0  1.5529  0.1553
   10.0  1.9322  0.1932
   14.0  1.9872  0.1987
thick-film limit of shift: 0.2000 eV
d/L for example: 5.00
exp(d/L) - 1 for example: 147.413
deficit from limit: 3.39 %
thickness for 1 % deficit: 12.95 nm
rms spread of local shifts: 0.1821 eV
centroid of synthesized line: 0.1932 eV
intrinsic FWHM (eV), shift of peak maximum (eV):
  0.5  0.1426
  1.0  0.1728
  2.0  0.1873
oblique emission angle: 60 degrees
shift at oblique emission: 0.1000 eV
normal minus oblique shift: 0.0933 eV
same difference, thick limit: 0.1000 eV
shift if attenuation length is 1.6 nm: 0.1581 eV
shift if attenuation length is 2.4 nm: 0.2243 eV
emitter plane spacing: 0.25 nm
shift with discrete planes: 0.1810 eV
change due to planes: -0.0122 eV
trapped charge: 1.0e+19 cm^-3, permittivity: 30
mean square depth: 7.050 nm^2
change due to positive trapped charge: -0.0213 eV
band gap: 5.5 eV, electron barrier: 1.5 eV
valence edge meets Fermi level at: 40.0 nm
reversed field, conduction edge meets it at: 15.0 nm
effective mass: 0.3 m_e, temperature: 300 K
reversed field, barrier left at surface: 0.50 eV
reversed field, tunnelling exponent: 55.5
reversed field, tunnelling factor: 7.8e-25
reversed field, surface electrons: 1.6e+10 cm^-3
rough breakdown field: 4.0 MV/cm
breakdown field / film field: 4.0
```
